\section*{Biexponential saturation from two site types in atomic layer deposition}

\section{The question posed by a slow tail}

In atomic layer deposition a precursor pulse should stop adding material once the reactive surface sites are used up. A measured curve of growth per cycle against pulse length may rise steeply and then keep creeping upward. The creep may be soft saturation, in which less reactive sites are still filling, or continuous decomposition, in which the precursor deposits material without needing a fresh site. A longer pulse completes the layer in the first case and spoils the control of thickness in the second.

Two independent site types with unequal reaction probabilities give a biexponential curve whose tail is soft saturation. The converse does not hold: a slow tail seen over a short range of pulse lengths does not identify its cause. This appendix derives the curve, the range of pulse lengths needed to see its curvature, and an estimator that separates a constant decomposition rate from the slow exponential. SI units are used in the algebra.

\section{Model and saturation curve}

\subsection{Flux and rates}

Let the precursor have molecular mass $m$, partial pressure $p$ and temperature $T$, so that its number density is $n=p/k_BT$. The flux onto a flat surface is the density times the integral of $v_z$ over the half of the velocity distribution that moves towards the surface:
\begin{align}
J&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z e^{-mv_z^2/2k_BT}\,dv_z
 =n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}\notag\\
 &=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{align}
The Maxwell distribution may be used next to the surface if the reaction probabilities are small, because then nearly all molecules return to the gas.

The surface has $N$ sites per unit area, each occupying $s_0=1/N$. A fraction $f_1$ is of type 1 and $f_2=1-f_1$ of type 2. A molecule that strikes an empty site of type $i$ reacts with probability $\beta_i$, where $\beta_1>\beta_2>0$. Reaction is irreversible, a reacted site takes no more precursor, and neither type blocks or changes into the other. If $\theta_i$ is the reacted fraction of type $i$, each empty site is struck $Js_0$ times per second, and
\begin{equation}
\frac{d\theta_i}{dt}=k_i(1-\theta_i),\qquad k_i=\beta_iJs_0 .
\label{eq:balance}
\end{equation}
The co-reactant is assumed to restore every reacted site, so each pulse starts with $\theta_i=0$. Since $d(1-\theta_i)/dt=-k_i(1-\theta_i)$, integration at constant pressure gives $1-\theta_i=e^{-k_it}$. Every site contributes equally to the film, so the growth per cycle divided by its saturated value is
\begin{equation}
\Theta(t)=f_1\left(1-e^{-k_1t}\right)+f_2\left(1-e^{-k_2t}\right).
\label{eq:theta}
\end{equation}

Equation~\eqref{eq:theta} was tested against random hits on a lattice of 40\,000 sites with $f_1=0.8$ and probabilities 0.5 and 0.02, for up to 100 hits per site. The largest difference in $\Theta$ was 0.0018, which is of the size of the counting noise. A single exponential with the averaged probability missed by up to 0.15. The large probabilities shorten the simulation; the lattice has no gas whose velocity distribution they could disturb.

\subsection{Varying pressure}

If the pressure varies at fixed temperature, $k_i$ in \eqref{eq:balance} becomes $k_i\,p(t)/p_0$, where $k_i$ now refers to the pressure $p_0$. Then $\ln(1-\theta_i)=-k_i\int_0^t p\,dt'/p_0$, and \eqref{eq:theta} holds with $t$ replaced by
\begin{equation}
t_{\rm eff}=\frac{1}{p_0}\int_0^t p(t')\,dt' .
\label{eq:exposure}
\end{equation}
Only the exposure $\int p\,dt$ matters in this model. A decomposition rate proportional to pressure also follows exposure, so changing the pressure at fixed exposure does not separate the two causes.

\subsection{Why one exponential cannot fit}

Let $R=1-\Theta=r_1+r_2$ with $r_i=f_ie^{-k_it}$, and let $w_i=r_i/R$ be the share of type $i$ among the empty sites. The logarithmic decay rate is
\begin{equation}
\bar k=-\frac{d\ln R}{dt}=\frac{k_1r_1+k_2r_2}{R}=w_1k_1+w_2k_2 .
\end{equation}
From $\dot r_i=-k_ir_i$ and $\dot R=-\bar kR$ follows $\dot w_i=(\bar k-k_i)w_i$. Hence
\begin{align}
\frac{d\bar k}{dt}&=\sum_ik_iw_i(\bar k-k_i)=\bar k^2-\sum_iw_ik_i^2
=-\sum_iw_i(k_i-\bar k)^2\notag\\
&=-\left(w_1w_2^2+w_2w_1^2\right)(k_1-k_2)^2=-w_1w_2(k_1-k_2)^2 .
\end{align}
The second line uses $k_1-\bar k=w_2(k_1-k_2)$ and $k_2-\bar k=-w_1(k_1-k_2)$, then $w_1+w_2=1$. A single exponential has constant $\bar k$. Here $\bar k$ falls from $f_1k_1+f_2k_2$ towards $k_2$ as the empty sites that survive become mostly type 2.

Two limits fix the meaning of the parameters. For $k_1=k_2$ the curve is a single exponential and $f_1$ cannot be determined. For $k_2t\ll1\ll k_1t$ the growth appears to stop at $f_1$, and the type 2 sites show up as a saturated growth that is too small.

\subsection{Knee and saturation time}

The two types contribute equal rates when $f_1k_1e^{-k_1t}=f_2k_2e^{-k_2t}$. If $f_1k_1>f_2k_2$, this happens at
\begin{equation}
t_{\rm r}=\frac{\ln(f_1k_1/f_2k_2)}{k_1-k_2},
\end{equation}
which is taken here as the knee. To come within $\varepsilon$ of saturation one needs $f_1e^{-k_1t}+f_2e^{-k_2t}=\varepsilon$. If $\varepsilon<f_2$ and the fast term has already died, then
\begin{equation}
t_\varepsilon\simeq\frac{1}{k_2}\ln\frac{f_2}{\varepsilon}.
\end{equation}
The fast rate has dropped out, so a rapid initial rise does not mean that a short pulse completes the layer.

\section{Telling the tail from decomposition}

\subsection{The difference at long times}

Let decomposition add material at a constant rate $r$, measured in units of the saturated growth per unit time. The total growth $A$ obeys
\begin{equation}
\frac{dA}{dt}=f_1k_1e^{-k_1t}+f_2k_2e^{-k_2t}+r,\qquad A=\Theta(t)+rt .
\label{eq:total}
\end{equation}
For $r=0$ the slope tends to zero and $A$ stays below 1. For $r>0$ the slope tends to $r$ and $A$ grows without bound. If a hit anywhere on the surface decomposes with probability $\beta_{\rm d}$ and adds as much material as one reacted site, then $r=\beta_{\rm d}Js_0$.

\subsection{How long a range shows the curvature}

Suppose data are taken from $t_a$, after the fast part has died, to $t_a+T_w$. One site type plus decomposition would give a straight line there. Apart from a constant, the two-site model gives $a(1-e^{-x})$ with
\begin{equation}
a=f_2e^{-k_2t_a},\qquad x=k_2(t-t_a),\qquad 0\le x\le X=k_2T_w .
\end{equation}
The chord of $1-e^{-x}$ has slope $S=(1-e^{-X})/X$. The curve lies above its chord by $g(x)=1-e^{-x}-Sx$, which is largest where $e^{-x}=S$, that is at $x=-\ln S$:
\begin{equation}
g_{\max}=1-S+S\ln S .
\end{equation}
Raising the chord by $g_{\max}/2$ makes the deviations $-g_{\max}/2$, $+g_{\max}/2$ and $-g_{\max}/2$ at the left end, the maximum and the right end. No line does better: its difference from this one would have to change sign twice, which a linear function cannot do. The smallest possible worst misfit is therefore
\begin{equation}
\delta=\tfrac12f_2e^{-k_2t_a}\left(1-S+S\ln S\right).
\label{eq:misfit}
\end{equation}
For small $X$ put $S=1-u$ with $u\simeq X/2$. Then $1-S+S\ln S=u+(1-u)(-u-u^2/2-\dots)\simeq u^2/2$, so
\begin{equation}
\delta\simeq\frac{f_2e^{-k_2t_a}X^2}{16}.
\end{equation}
For ranges short compared with $1/k_2$ the evidence grows with the square of the range. An added term $rt$ leaves $\delta$ unchanged, because the fitted line absorbs it. At constant pressure and constant $r$, curvature thus shows that sites are still filling, but it does not prove that $r=0$. If the source pressure falls during the pulse, decomposition alone also gives a curved record, so the pressure must be checked first.

\subsection{Decomposition rate from four pulse lengths}

Take four pulse lengths $t_1,\dots,t_4$ with equal spacing $\Delta$, all late enough for the fast part to be negligible. With $q=e^{-k_2\Delta}$ and $D=f_2e^{-k_2t_1}(1-q)$, the increments $d_j=A(t_{j+1})-A(t_j)$ are
\begin{equation}
d_1=r\Delta+D,\qquad d_2=r\Delta+Dq,\qquad d_3=r\Delta+Dq^2 .
\end{equation}
Two combinations remove the unknown $D$ and $q$:
\begin{align}
d_1d_3-d_2^2&=(r\Delta)^2+r\Delta D(1+q^2)+D^2q^2\notag\\
&\quad-(r\Delta)^2-2r\Delta Dq-D^2q^2=r\Delta\,D(1-q)^2,\\
d_1+d_3-2d_2&=D(1+q^2-2q)=D(1-q)^2 .
\end{align}
Their ratio gives
\begin{equation}
r=\frac{1}{\Delta}\,\frac{d_1d_3-d_2^2}{d_1+d_3-2d_2}.
\label{eq:estimator}
\end{equation}
If growth is entered in nm, $r$ comes out in nm/s, and the saturated growth need not be known. The slow rate follows from $e^{-k_2\Delta}=(d_3-d_2)/(d_2-d_1)$. If the denominator of \eqref{eq:estimator} is no larger than its noise, the formula is unusable. The increments may then be equal within error, or they may fall by nearly equal steps because $q$ is close to 1. Equal increments give only a mean slope, $(d_1+d_2+d_3)/(3\Delta)$, which may still include the filling of slow sites. At constant pressure and constant $r$, increments that fall by more than their error show that sites are filling, but they do not fix $r$. Since $d_3\ge r\Delta$, the last slope $d_3/\Delta$ is then an upper limit on $r$, within its error. In both cases longer pulses are needed to find the slope that persists.

\section{Worked example}

The example is a trimethylaluminium pulse in alumina deposition at 473.15~K (200~$^\circ$C) and 10~mTorr. The site fractions 0.8 and 0.2 and the probabilities $\beta_1=2\times10^{-3}$ and $\beta_2=5\times10^{-5}$ are round model parameters.

A saturated growth of 0.10~nm per cycle and a film density of 3~g/cm$^3$ fix the number of aluminium atoms deposited per area. Alumina has two aluminium atoms per formula unit of 101.96~g/mol, so with one atom per site
\begin{equation}
N=\frac{2\times3~{\rm g\,cm^{-3}}\times10^{-8}~{\rm cm}\times6.022\times10^{23}~{\rm mol^{-1}}}{101.96~{\rm g\,mol^{-1}}}=3.544\times10^{14}~{\rm cm^{-2}},
\end{equation}
which is 3.544~nm$^{-2}$, and $s_0=0.2822$~nm$^2$. The flux is $1.902\times10^{18}$~cm$^{-2}$s$^{-1}$, or $1.902\times10^4$~nm$^{-2}$s$^{-1}$, so
\begin{align}
Js_0&=1.902\times10^4\times0.2822=5367~{\rm s^{-1}},\notag\\
k_1&=0.002\times5367=10.73~{\rm s^{-1}},\\
k_2&=5\times10^{-5}\times5367=0.268~{\rm s^{-1}}.\notag
\end{align}
The initial rates of the two types stand in the ratio $0.8\times10.73/(0.2\times0.268)=160$, and the knee lies at $\ln160/(10.73-0.268)=0.485$~s. Saturation to 99\,\% takes
\begin{equation}
t_{0.01}=\frac{\ln(0.2/0.01)}{0.2684~{\rm s^{-1}}}=11.2~{\rm s},
\end{equation}
an exposure of 0.112~Torr\,s. If all sites were of the fast type, 0.43~s would suffice.

At 1~s the growth is 0.0847~nm and the slow sites add $0.2\times0.2684\,e^{-0.2684}=0.041$~s$^{-1}$, or 0.0041~nm/s. A decomposition probability of $0.041/5367=7.6\times10^{-6}$ would give the same slope. Over a longer range the two explanations part. From 2 to 20~s the model curve rises from 0.883 to 0.999, a gain of 0.116, whereas a constant slope of 0.041~s$^{-1}$ would add 0.74.

Let the repeatability of the growth be 0.2\,\% of its saturated value. Between 1 and 2~s the best straight line misses the model curve by at most 0.06\,\% of the saturated value. This is well below the repeatability of a single measurement, so the curvature stays hidden unless many repeats are averaged. If a misfit of three times the repeatability is demanded, \eqref{eq:misfit} requires a range of 3.7~s, from 1 to about 4.7~s.

For the estimator, take pulses of 2, 8, 14 and 20~s. Applied to numerically integrated site balances with an added rate of 0.005~s$^{-1}$, \eqref{eq:estimator} returned 0.005~s$^{-1}$. With random errors of 0.2\,\% on each growth value and no decomposition, the estimates scatter with a standard deviation of 0.001~s$^{-1}$, one fortieth of the tail slope at 1~s. These four pulses can therefore reject decomposition as the main cause of that slope. They cannot exclude a small contribution: decomposition that adds 1\,\% by 11.2~s has $r=0.01/11.2=0.0009$~s$^{-1}$, or $\beta_{\rm d}=1.7\times10^{-7}$, which is at the noise level.

\section{Where the model bends or fails}

\subsection{A spread of slow rates}

Real slow sites need not be identical. If their rates are distributed, each increment is an average with positive weights, $d_j=\langle q^{\,j-1}\rangle$, where $q=e^{-k\Delta}$ varies from site to site and the weights include the factor $e^{-kt_1}(1-q)$. The Cauchy--Schwarz inequality gives $\langle1\rangle\langle q^2\rangle\ge\langle q\rangle^2$, so $d_1d_3-d_2^2\ge0$, while $d_1+d_3-2d_2=\langle(1-q)^2\rangle>0$. Without any decomposition, \eqref{eq:estimator} then returns a false rate that is positive, or zero if there is no spread.

Its size can be judged from the reaction barriers. With equal prefactors, the ratio $\beta_1/\beta_2=40$ corresponds to a barrier difference $k_BT\ln40=0.15$~eV. A Gaussian spread of 20~meV among the slow barriers, with the median rate held fixed, lengthens the time to 99\,\% from 11.2 to 13.9~s. The false $r$ is 0.0004~s$^{-1}$, about 1\,\% of the tail slope at 1~s and below the noise found above.

A third site type so slow that it hardly fills during the measurement also looks like a constant $r$. True decomposition adds $r\Delta$ to every increment. This leaves the denominator of \eqref{eq:estimator} unchanged and adds $r\Delta$ times the denominator to the numerator, so the estimate is the true $r$ plus the false rate. For independent sites at constant pressure, a positive estimate is therefore only an upper limit on a constant decomposition rate, within its error, until longer pulses show that the slope persists. Exchange between only two types leaves a single exponential at late times and does not bias the estimate. If very slow sites turn one way into a type that is itself still filling in the measured range, the weights need not be positive, and the estimate can then be too low.

\subsection{Exchange between site types}

Let empty slow sites turn into fast ones at rate $w_{21}$ and fast into slow at $w_{12}$. The empty fractions $e_i=f_i(1-\theta_i)$ then obey
\begin{align}
\dot e_1&=-(k_1+w_{12})e_1+w_{21}e_2,\\
\dot e_2&=w_{12}e_1-(k_2+w_{21})e_2 .
\end{align}
The decay rates are real, since their discriminant is a square plus $4w_{12}w_{21}$. Their sum is positive, and so is their product $k_1k_2+k_1w_{21}+k_2w_{12}$. Both are thus positive and the surface still saturates. When $k_1$ is much larger than the other rates, a slow site that turns fast reacts almost at once, and the tail decays at about $k_2+w_{21}$. For $w_{21}=k_2/10=0.027$~s$^{-1}$, and $w_{12}$ chosen so that exchange alone preserves $f_1$ and $f_2$, the tail rate rises from 0.268 to 0.295~s$^{-1}$.

\subsection{Limited precursor supply}

Consider gas flowing at speed $u$ through a channel of height $h$ over a coupon of length $L$, well mixed across the height. If the gas adjusts quickly, its loss along the flow equals the uptake, $uh\,\partial n/\partial x=-N\,\partial\Theta/\partial t$. Integration over $x$ and $t$, with inlet density $n_0$, gives the missing exposure expressed as a time:
\begin{equation}
\tau_{\rm flow}=\int_0^t\left(1-\frac{n}{n_0}\right)dt'
=\frac{N}{n_0uh}\int_0^x\Theta\,dx'\le\frac{NL}{n_0uh}.
\end{equation}
By \eqref{eq:exposure} the local curve is the ideal one delayed by $\tau_{\rm flow}$. Diffusion with coefficient $D_g$ across a gap $h$ from gas held at $n_0$ acts alike: $D_g(n_0-n_s)/h=N\dot\Theta$, with $n_s$ the density at the surface, gives a delay $Nh\Theta/(D_gn_0)$.

For $h=1$~cm, $L=2$~cm and $u=1$~m/s the delay caused by uptake along the flow is up to 0.035~s. Filling the channel with precursor at the start of the pulse, which the quasi-steady balance leaves out, adds up to $L/u=0.02$~s. For the diffusion coefficient we take the hard-sphere result of kinetic theory, $D_g=(3/8n_{\rm g}\sigma^2)\sqrt{k_BT/2\pi\mu}$, where $n_{\rm g}$ is the total gas density, $\sigma$ the collision diameter and $\mu$ the reduced mass of the precursor and carrier molecules. In 1~Torr of nitrogen, with an assumed $\sigma=0.5$~nm, $D_g$ is about 130~cm$^2$/s. The delay caused by uptake across the gap is then at most 0.013~s, and filling the gap by diffusion adds $h^2/2D_g=0.004$~s. Since $uL/D_g$ is only about 1.5, diffusion along the channel is not negligible either, and the flow delay is an estimate of size. A valve that opens with a time constant of 0.05~s adds at most that time. The sum of these separate estimates, about 0.12~s, gives only the order of magnitude of the total delay in a record taken while the pulse runs. For growth per cycle the two filling times are not lost, because gas that arrives late also leaves late and still reacts during the purge. The same holds for the valve if it closes with the lag with which it opens. The two uptake delays, together up to about 0.05~s, remain. Either figure is comparable with $1/k_1=0.09$~s, so a fast rate read from such a curve is unreliable, and a two-exponential fit to the whole curve can pass the error on to $k_2$. The slow rate should therefore be taken from late pulses alone. The late growth values are hardly touched: in a quasi-steady simulation of the flow alone, without the filling time, depletion lowers $\Theta$ at the outlet by 0.029 at 0.2~s but by less than 0.001 at 5~s. Even a delay of 0.12~s lowers $\Theta$ at 5~s by only about 0.002.

\subsection{Relation to real processes}

The temperature, growth per cycle and film density are rough typical values for alumina from trimethylaluminium and water. The slow fraction is deliberately strong, so that the tail is easy to see. The 11~s found here follows from the chosen model parameters and is not a recommended pulse length for this process. Real surfaces break the assumption of identical, independent sites, since a molecule may react with one or two hydroxyl groups and its ligands can cover neighbouring sites. The cases above indicate the scale: the assumed spread lengthens the time to 99\,\% by about a quarter, and the assumed exchange raises the tail rate by a tenth. Crowding that creates new slow sites during the pulse is not covered by these estimates. Nor are deep trenches, where transport can itself produce a slow tail.

\section{Procedure for use}

\begin{enumerate}
\item Measure growth per cycle at fixed temperature and pressure, with a co-reactant pulse long enough to restore the surface.
\item Locate the knee, and place four equally spaced pulse lengths well beyond it, spanning about five times the expected $1/k_2$, as in the worked example. A much shorter span makes $r$ unusable. A much longer span sharpens $r$ but leaves the slow part of $d_2$ and $d_3$ in the noise, so that $k_2$ is lost.
\item Compute $r$ from \eqref{eq:estimator}, and find its error by repeating the calculation with random errors of the measured size. Reject the result if the denominator is comparable with its noise.
\item If $r$ is zero within error, the growth still missing at $t_1$ is $d_1/(1-q)$. This gives the saturated growth and, with $k_2$, the fraction $f_2$. Choose the pulse from $t_\varepsilon$, with a margin for its measurement error and for a spread of slow rates. With the four pulses and the repeatability of the worked example, $k_2$ and $t_\varepsilon$ are each uncertain by roughly a quarter. If $r$ is clearly positive, extend the range before blaming decomposition.
\item Convert rates to probabilities by $\beta_i=k_i/(Js_0)$. Any error in pressure or site area passes directly into $\beta_i$.
\end{enumerate}
In code, evaluate $1-e^{-X}$ with a function made for small arguments, and use the $X^2/16$ form of $\delta$ when $X$ is very small, because the terms of \eqref{eq:misfit} then nearly cancel. The values used here are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature: 473.15 K
precursor pressure: 10 mTorr
carrier pressure: 1 Torr
precursor molar mass: 72.09 g/mol
film density: 3 g/cm3
saturated growth: 0.1 nm/cycle
site fractions f1, f2: 0.8 0.2
reaction probabilities: 0.002 5e-05
flux J: 1.902e+18 1/(cm2 s)
site density N: 3.544 1/nm2
area per site s0: 0.2822 nm2
hits per site area: 5367 1/s
fast rate k1: 10.73 1/s
slow rate k2: 0.2684 1/s
lattice test, largest error: 0.0018
same, one averaged beta: 0.15
knee time: 0.4849 s
t= 0.1 s: Theta=0.5318, growth=0.05318 nm
t= 0.5 s: Theta=0.8214, growth=0.08214 nm
t= 1.0 s: Theta=0.8471, growth=0.08471 nm
t= 2.0 s: Theta=0.8831, growth=0.08831 nm
t= 5.0 s: Theta=0.9477, growth=0.09477 nm
t=10.0 s: Theta=0.9863, growth=0.09863 nm
t=20.0 s: Theta=0.9991, growth=0.09991 nm
time to 99 %: 11.16 s
exposure to 99 %: 0.1116 Torr s
time to 99 %, fast sites only: 0.429 s
tail slope at 1 s: 0.04104 1/s
tail slope at 1 s: 0.004104 nm/s
decomposition prob. mimicking it: 7.65e-06
decomp. prob. adding 1 % by t99: 1.67e-07
assumed repeatability: 0.2 % of growth
line misfit, window 1-2 s: 0.0603 %
window for misfit of 3 x noise: 3.74 s
pulses for increments: 2.0 8.0 14.0 20.0 s
r put in: 0.005 1/s
r recovered: 0.005 1/s
noise of r (one sigma): 0.001 1/s
barrier gap at equal prefactors: 0.15 eV
assumed slow-barrier spread: 20 meV
time to 99 % with spread: 13.9 s
false r from spread: 0.00041 1/s
assumed exchange, slow to fast: 0.0268 1/s
tail rate with exchange: 0.295 1/s
gap 1 cm, coupon 2 cm, gas 1 m/s
largest flow delay: 0.0347 s
outlet Theta loss at 0.2 s: 0.029
outlet Theta loss at 5 s: 0.00046
assumed collision diameter: 0.5 nm
diffusion coefficient: 129 cm2/s
largest gap-diffusion delay: 0.0134 s
valve rise time, largest delay: 0.05 s
\end{verbatim}
